# Ring-inversion barrier of cyclohexane-d11 from the coalescence of two proton lines

## Problem

In cyclohexane-d11 one hydrogen atom is left among eleven deuterium atoms. With the deuterium decoupled, the proton has no scalar coupling that splits its line. In the chair form it sits in either an axial or an equatorial position, and ring inversion turns one into the other. When inversion is slow the spectrum shows two lines, and on warming they merge into one.

Suppose that, at some fixed magnetic field, the separation without exchange is $\Delta\nu=29$ Hz and the two maxima merge at $T=212$ K. Take independent standard errors of 1 Hz and 2 K.

(a) Estimate the activation free energy by scaling.

(b) Find the exchange rate at coalescence from the line shape, and the activation free energy from the Eyring equation with transmission coefficient one.

(c) Propagate the errors.

(d) Inversion passes through a short-lived twist-boat form, which can return to either chair. How does this change the barrier?

**Conventions.** In the algebra $\hbar=1$, so Planck's constant is $h=2\pi$. The thermal energy is $\tau=k_BT$, and the angular separation is $\delta=2\pi\Delta\nu$. The rate constant $k$ is the probability per unit time that a molecule in one chair changes to the other; it is the same in both directions because the two positions are taken as equally populated. This neglects the small preference caused by isotopic substitution. The merging point responds more strongly than the preference itself: a population ratio of 1.015 would lower the mean of the two rates at which the second maximum vanishes by about 3.5 %, and raise the barrier by about 0.0007 eV, which is still well inside the error found in (c). The separation is meant at the coalescence temperature, where it cannot be read directly and must be carried over from colder spectra.

## First estimate by scaling

Two lines can be told apart only if a proton stays in one position long enough for the phases of the two precessions to separate. The phase difference grows as $\delta t$, so it is of order one after a time $1/\delta$. If the lifetime $1/k$ is of the same order, the lines merge. Hence
$$k\sim\delta=182\ \mathrm{s^{-1}} .$$

An activated process has a rate of the form (attempt rate) $\times\,e^{-G/\tau}$. The one rate that can be made from temperature and Planck's constant is $\tau/2\pi$, or $k_BT/h$ in ordinary units, up to a number. At 212 K it is $4.417\times10^{12}\ \mathrm{s^{-1}}$. Solving for the free energy gives
$$G\sim\tau\ln\frac{\tau}{2\pi\delta}
=0.018269\ \ln\frac{4.417\times10^{12}}{182.2}\ \mathrm{eV}
=0.018269\times23.91\ \mathrm{eV}\approx0.437\ \mathrm{eV}.$$

The choice $k\sim\Delta\nu$ would have been as defensible. It lowers the rate by $2\pi$ and raises the estimate by $\tau\ln2\pi\approx0.034$ eV. Scaling therefore fixes the barrier to within some hundredths of an eV, although it leaves the rate uncertain by a factor of several. The logarithm causes this tolerance.

## Exact solution

### The line shape

Let $M_A$ and $M_B$ be the complex transverse magnetizations of the two positions, in a frame rotating at their mean frequency. Their offsets are $-\delta/2$ and $+\delta/2$. Each precesses, loses magnetization at rate $k$, and gains it from the other:
$$\dot M_A=(-\tfrac{i\delta}{2}-k)M_A+kM_B,\qquad
\dot M_B=(\tfrac{i\delta}{2}-k)M_B+kM_A .$$
Natural relaxation is left out for now. After a short pulse $M_A(0)=M_B(0)=\tfrac12$. The absorption at offset $x$ is
$$I(x)=\mathrm{Re}\,(m_A+m_B),\qquad m_j=\int_0^\infty M_j(t)e^{-ixt}\,dt .$$

Integration by parts gives $\int_0^\infty\dot M_je^{-ixt}dt=-\tfrac12+ix\,m_j$, since the signal decays at long times for $k>0$. With $a=k+ix$ the equations of motion become
$$(a+\tfrac{i\delta}{2})m_A-km_B=\tfrac12,\qquad
-km_A+(a-\tfrac{i\delta}{2})m_B=\tfrac12 .$$
The determinant is
$$D=(a+\tfrac{i\delta}{2})(a-\tfrac{i\delta}{2})-k^2=a^2+\tfrac{\delta^2}{4}-k^2 .$$
Cramer's rule yields
$$m_A=\frac{a-i\delta/2+k}{2D},\qquad m_B=\frac{a+i\delta/2+k}{2D}.$$
The terms in $\delta$ cancel in the sum. Since $a^2=k^2+2ikx-x^2$,
$$m_A+m_B=\frac{a+k}{D}=\frac{2k+ix}{b+2ikx},\qquad b=\tfrac{\delta^2}{4}-x^2 .$$
Multiply above and below by $b-2ikx$. The real part of the new numerator is $2kb+2kx^2=k\delta^2/2$, so
$$I(x)=\frac{k\delta^2/2}{(\delta^2/4-x^2)^2+4k^2x^2}.$$

Two limits show what this contains. For $k\ll\delta$, set $x=\delta/2+y$ with small $y$. Then $b\approx-\delta y$ and $4k^2x^2\approx k^2\delta^2$, so $I\approx(k/2)/(y^2+k^2)$. This is a Lorentzian line of half-width $k$, broadened by the finite lifetime. For $k\gg\delta$ the intensity is concentrated where $|x|\ll\delta$, and $b\approx\delta^2/4$. Then
$$I\approx\frac{k\delta^2/2}{\delta^4/16+4k^2x^2},$$
a single line of half-width $\delta^2/(8k)$. It narrows as exchange becomes faster, because the proton averages the two frequencies.

### Where the maxima merge

The numerator of $I$ does not depend on $x$, so a maximum of $I$ is a minimum of the denominator. With $u=x^2\ge0$ the denominator is
$$u^2+\left(4k^2-\tfrac{\delta^2}{2}\right)u+\tfrac{\delta^4}{16}.$$
Its derivative, $2u+4k^2-\delta^2/2$, vanishes at
$$u_*=\tfrac{\delta^2}{4}-2k^2 .$$
If $u_*>0$ there are two maxima, at $x=\pm\sqrt{u_*}$. If $u_*\le0$ the denominator has its smallest value at $u=0$, and there is one maximum in the centre. Coalescence is the border $u_*=0$:
$$k_c=\frac{\delta}{2\sqrt2}=\frac{\pi\Delta\nu}{\sqrt2}=64.4\ \mathrm{s^{-1}} .$$

This differs from the point where the eigenfrequencies merge. Putting $M_j\propto e^{\lambda t}$ into the equations of motion gives $(\lambda+k)^2+\delta^2/4-k^2=0$, hence
$$\lambda=-k\pm\sqrt{k^2-\delta^2/4}.$$
The two imaginary parts become equal at $k=\delta/2=91.1\ \mathrm{s^{-1}}$. Between 64.4 and 91.1 $\mathrm{s^{-1}}$ there are still two frequencies $\pm\omega$, with $\omega^2=\delta^2/4-k^2$, but only one maximum. Since $D=a^2+\omega^2$, the sum $(a+k)/D$ is the transform of $e^{-kt}[\cos\omega t+(k/\omega)\sin\omega t]$. The cosine term gives two Lorentzians of half-width $k$ at $\pm\omega$. The second derivative of $1/(y^2+k^2)$ is $(6y^2-2k^2)/(y^2+k^2)^3$, so on their own these would leave a central dip as long as $\omega>k/\sqrt3$, and at $k_c$ one has $\omega=k$. The sine term contributes $k(\delta^2/4-x^2)/|D|^2$, which adds intensity for $|x|<\delta/2$ and removes it outside. It pulls the maxima inward to $x^2=u_*=\omega^2-k^2$ and closes the dip early. The problem refers to the merging of the maxima, so $k_c$ is the rate to use.

### The Eyring equation

Consider a dividing surface at the top of the barrier, with reaction coordinate $q$, momentum $p$ and effective mass $m$. Transition-state theory assumes thermal equilibrium between the reactant and the states on this surface, classical motion along $q$ there, and no return after crossing.

Let $Q$ be the partition function of the reactant and $Q^\ddagger$ that of the surface without the motion along $q$, both counted from the same zero of energy. A phase-space cell $dq\,dp$ contains $dq\,dp/2\pi$ states. The probability of finding the system in it is therefore
$$\frac{Q^\ddagger}{Q}\,e^{-p^2/2m\tau}\,\frac{dq\,dp}{2\pi}.$$
In a time $dt$ a system with $p>0$ crosses if it lies within $dq=(p/m)\,dt$ of the surface. The crossing rate is
$$\frac{Q^\ddagger}{Q}\int_0^\infty\frac{p}{m}\,e^{-p^2/2m\tau}\,\frac{dp}{2\pi}.$$
With $s=p^2/(2m\tau)$ one has $(p/m)\,dp=\tau\,ds$. The integral becomes $(\tau/2\pi)\int_0^\infty e^{-s}ds=\tau/2\pi$, and the mass drops out.

Define the activation free energy by $Q^\ddagger/Q=e^{-G/\tau}$. A factor $\kappa$, the transmission coefficient, accounts for crossings that do not lead to the product:
$$k=\kappa\,\frac{\tau}{2\pi}\,e^{-G/\tau}.$$
Taking the logarithm and inserting $k_c$,
$$G=\tau\ln\frac{\kappa\tau}{2\pi k_c}
=\tau\ln\frac{2\sqrt2\,\kappa\tau}{2\pi\delta}
=\tau\ln\frac{\sqrt2\,\kappa\tau}{\pi\delta}.$$

For $\kappa=1$ the numbers are
$$\frac{4.4174\times10^{12}}{64.422}=6.857\times10^{10},\qquad \ln(6.857\times10^{10})=24.951,$$
$$G=0.018269\times24.951\ \mathrm{eV}=0.456\ \mathrm{eV},$$
which is 44.0 kJ/mol.

This is a free energy at 212 K. It contains the activation entropy, including the number of equivalent ways over the barrier. Since $G=H-TS$, with $H$ and $S$ the activation enthalpy and entropy, one temperature cannot separate the two terms. Nor is $G$ the height of the potential-energy surface.

### Propagated error

In $G=\tau\ln(\sqrt2\,\kappa\tau/\pi\delta)$ the temperature occurs twice. The product rule gives
$$\frac{\partial G}{\partial\tau}=\ln\frac{\sqrt2\,\kappa\tau}{\pi\delta}+1=\frac G\tau+1,\qquad
\frac{\partial G}{\partial\delta}=-\frac{\tau}{\delta}.$$
In terms of the measured quantities,
$$\frac{\partial G}{\partial T}=\frac GT+k_B=0.002236\ \mathrm{eV/K},\qquad
\frac{\partial G}{\partial\Delta\nu}=-\frac{k_BT}{\Delta\nu}=-0.00063\ \mathrm{eV/Hz}.$$
An error of 2 K contributes 0.00447 eV, and an error of 1 Hz contributes 0.00063 eV. For independent errors the variances add to leading order:
$$\sigma_G=\sqrt{0.00447^2+0.00063^2}\ \mathrm{eV}\approx0.0045\ \mathrm{eV},$$
or 0.44 kJ/mol. Random sampling of both inputs gives the same spread to this accuracy, so the linear formula is adequate here.

The temperature dominates although its relative error, 0.9 %, is smaller than the 3.4 % error of the separation. A relative error in $T$ enters $G$ multiplied by $G+\tau$, whereas one in $\Delta\nu$ is multiplied by $\tau$ alone. The ratio of these weights is $G/\tau+1\approx26$. With the errors assumed here, a more accurate coalescence temperature therefore helps more than a more accurate line separation.

### The transmission coefficient

Let a molecule leave either chair at rate $k_1$ and enter the twist-boat form. From there it goes to each chair at rate $k_2$, with no memory of its origin. Take the twist-boat frequency as the mean of the two chair frequencies, so its offset is zero. Its magnetization $M_T$ obeys
$$\dot M_T=k_1(M_A+M_B)-2k_2M_T .$$
If $k_2$ is much larger than $k_1$ and $\delta$, $M_T$ follows the chairs almost at once, and $\dot M_T$ can be neglected:
$$k_2M_T\approx\tfrac{k_1}{2}(M_A+M_B).$$
Insert this as the gain term of position $A$:
$$\dot M_A\approx(-\tfrac{i\delta}{2}-k_1)M_A+\tfrac{k_1}{2}(M_A+M_B)
=(-\tfrac{i\delta}{2}-\tfrac{k_1}{2})M_A+\tfrac{k_1}{2}M_B .$$
This is the two-site equation with
$$k=\frac{k_1}{2}.$$
Half of the escapes end in the original chair and leave no trace in the spectrum. At coalescence the chair is thus left at $k_1=2\times64.42=128.8\ \mathrm{s^{-1}}$. A three-site spectrum with a short-lived twist-boat, computed without the elimination of $M_T$, coalesces at this escape rate.

The barrier between chair and twist-boat governs $k_1$. If every crossing of that barrier reaches the twist-boat, $k_1=(\tau/2\pi)e^{-G/\tau}$ and $k=\tfrac12(\tau/2\pi)e^{-G/\tau}$. Hence $\kappa=\tfrac12$, and
$$G(\tfrac12)=G(1)-\tau\ln2=0.4558-0.0127\ \mathrm{eV}=0.443\ \mathrm{eV},$$
or 42.8 kJ/mol. The propagated error is 0.42 kJ/mol.

The two free energies describe the same measured rate. The value for $\kappa=1$ is an effective barrier for the whole chair-to-chair process; the value for $\kappa=\tfrac12$ belongs to the step out of the chair. They differ by 1.2 kJ/mol, nearly three times the standard error of either. A quoted barrier must therefore be accompanied by its $\kappa$.

The factor one half is statistical. It requires the twist-boat to live long enough to forget which chair it came from. Rapid recrossing at the barrier top would lower $\kappa$ further, and tunnelling could raise it. A single coalescence point gives one rate and cannot determine these factors separately from $G$.

### A finite natural linewidth

Let both magnetizations also decay at a rate $r$. The diagonal coefficient becomes $a=k+r+ix$, while the transfer terms keep $k$. The sum $(a+k)/(a^2+\delta^2/4-k^2)$ now has the real part
$$I(x)=\frac{(2k+r)c+ru}{(c-u)^2+4(k+r)^2u},\qquad
c=\tfrac{\delta^2}{4}+2kr+r^2,\quad u=x^2 .$$
The central dip disappears when the terms linear in $u$, relative to the constant terms, agree above and below:
$$\frac{r}{(2k+r)c}=\frac{4(k+r)^2-2c}{c^2}
\quad\Longrightarrow\quad
\frac{rc}{2k+r}=4(k+r)^2-2c .$$
Write $k_0=\delta/(2\sqrt2)$, so $\delta^2=8k_0^2$. To first order in $r$ the left side is $r\delta^2/(8k_0)=k_0r$. The right side is $4k^2+8k_0r-\delta^2/2-4k_0r=4(k^2-k_0^2)+4k_0r$. With $k^2-k_0^2\approx2k_0(k-k_0)$ this leaves
$$8k_0(k-k_0)\approx-3k_0r,\qquad k_c\approx k_0-\tfrac38r .$$
Natural broadening helps to hide the dip, so less exchange is needed. A full natural width of 1 Hz means $r=\pi\ \mathrm{s^{-1}}$ and a predicted lowering of 1.18 $\mathrm{s^{-1}}$. The numerical coalescence rate is 63.24 $\mathrm{s^{-1}}$, in agreement. The barrier rises by 0.0003 eV, well below its standard error.

## Comparison of the estimate and the solution

The estimate used $k\sim\delta$, and the line shape gives $k_c=\delta/(2\sqrt2)$. For $\kappa=1$ the difference in free energy is therefore
$$G-G_{\rm est}=\tau\ln(2\sqrt2)=0.018269\times1.040\ \mathrm{eV}\approx0.019\ \mathrm{eV}.$$
The estimate of 0.437 eV is 4 % below the solution of 0.456 eV, although its rate is too large by a factor of 2.8. It lies closer still to the 0.443 eV found for $\kappa=\tfrac12$, but this is an accident: the missing factors $2\sqrt2$ and $\tfrac12$ partly cancel.

Scaling is good enough to establish the size of the barrier. It cannot support a statement at the level of the experimental error, because its numerical factor costs four times $\sigma_G$. The statistical factor in $\kappa$ costs nearly three times $\sigma_G$, and repeating the measurement does not reduce it.

The same logarithm works against us when a barrier is turned back into a rate. At a fixed temperature of 212 K, a change of 0.0045 eV in $G$ multiplies the rate by $e^{0.0045/0.0183}\approx1.3$. A barrier known to 1 % thus predicts a rate to about 30 %.

The solution also shows what a stronger magnet would do. The chemical-shift separation in hertz is proportional to the field. If $G$ and $\kappa$ stay constant over the small temperature interval, setting $dG=0$ gives
$$\left(\frac G\tau+1\right)d\tau=\frac{\tau}{\delta}\,d\delta
\quad\Longrightarrow\quad
\frac{dT}{T}=\frac{1}{G/\tau+1}\,\frac{d\delta}{\delta}\approx\frac{1}{26}\,\frac{d\delta}{\delta}.$$
Doubling the field changes $\ln\delta$ by $\ln2$, so the coalescence temperature rises by about $212\times0.693/26\approx6$ K. Such a modest shift gives a second rate at a second temperature, but with independent errors of 2 K in each temperature it separates enthalpy from entropy poorly. With such errors, rates fitted to the whole line shape at many temperatures over a wider range separate them better.

The numerical output below lists the main values of the exact solution.

## Table of computed values

```
Line separation: 29.0 Hz
Assumed separation error: 1.0 Hz
Coalescence temperature: 212.0 K
Assumed temperature error: 2.0 K
Angular separation delta: 182.21 rad/s
Coalescence rate, formula: 64.422 1/s
Coalescence rate, computed spectrum: 64.422 1/s
Rate where eigenfrequencies merge: 91.106 1/s
Thermal energy kB*T: 0.018269 eV
Eyring prefactor kB*T/h: 4.4174e+12 1/s
Prefactor/rate ratio: 6.8569e+10 (no unit)
Logarithm of that ratio: 24.9511 (no unit)
Barrier, kappa=1: 0.4558 eV
Barrier, kappa=1: 43.98 kJ/mol
Slope with temperature, kappa=1: 0.002236 eV/K
Slope with separation: -0.000630 eV/Hz
Error from temperature, kappa=1: 0.00447 eV
Error from separation: 0.00063 eV
Total propagated error, kappa=1: 0.00452 eV
Total propagated error, kappa=1: 0.44 kJ/mol
Error from random sampling, kappa=1: 0.00451 eV
Chair escape rate, three-site spectrum: 128.84 1/s
Lowering by kappa=1/2: 0.01266 eV
Barrier, kappa=1/2: 0.4432 eV
Barrier, kappa=1/2: 42.76 kJ/mol
Total propagated error, kappa=1/2: 0.00440 eV
Total propagated error, kappa=1/2: 0.42 kJ/mol
Natural full width tried: 1.0 Hz
Coalescence rate with that width: 63.240 1/s
Barrier change from that width: 0.00034 eV
```
